# Effective screening medium Green functions for three pairs of boundaries

**Q.** A charged slab repeated in all three directions has no well-defined energy without a compensating background. You want to keep the periodicity in the plane and put vacuum or metal beyond the slab. What equation does that leave?

**A.** A Poisson equation with a permittivity that depends on $z$ alone. The charge lies strictly inside $|z|<z_1$, where the relative permittivity is $\epsilon=1$. Beyond these planes sits a medium with constant $\epsilon_L$ on the left and $\epsilon_R$ on the right. This model is called the effective screening medium. In Hartree atomic units

$$\nabla\cdot[\epsilon(z)\nabla V]=-4\pi\rho,\qquad \nabla\cdot[\epsilon(z)\nabla G]=-4\pi\,\delta(\mathbf r-\mathbf r').$$

$V$ is the potential felt by a positive test charge, so an electron has the energy $-V$. Since $\epsilon$ does not depend on the in-plane position $\mathbf R$, $G$ depends on $\mathbf R-\mathbf R'$ only:

$$G(\mathbf r,\mathbf r')=\int\!\frac{d^2g}{(2\pi)^2}\,e^{i\mathbf g\cdot(\mathbf R-\mathbf R')}\,G(g,z,z').$$

The in-plane derivatives give $-g^2$, with $g=|\mathbf g|$, and the in-plane delta function has the transform 1. Hence

$$\left[\partial_z\,\epsilon(z)\,\partial_z-\epsilon(z)g^2\right]G(g,z,z')=-4\pi\,\delta(z-z').\tag{1}$$

**Q.** That is an integral over all $\mathbf g$. A supercell has a discrete set. Where does the cell area enter?

**A.** It does not enter, if the density is expanded as $\rho(\mathbf R,z)=\sum_{\mathbf g}\rho(\mathbf g,z)e^{i\mathbf g\cdot\mathbf R}$. In $V=\int G\rho\,d^3r'$ the integral over $\mathbf R'$ produces $(2\pi)^2\delta(\mathbf g-\mathbf g')$, which cancels the prefactor and leaves

$$V(\mathbf g,z)=\int dz'\,G(g,z,z')\,\rho(\mathbf g,z').$$

$G(g,z,z')$ is $1/r$ integrated over an area, so its unit is the bohr.

**Q.** A metal is not a dielectric. How can one equation cover both?

**A.** By the limit $\epsilon\to\infty$, which can be followed explicitly. Take $g>0$. In each uniform region the solutions away from the source are $e^{\pm gz}$. Near the right wall the field consists of a part that decays towards the wall and a reflected part that decays away from it. Outside, only the decaying wave is allowed:

$$u_R=\begin{cases}e^{g(z_1-z)}+r_R\,e^{-g(z_1-z)}, & z<z_1\\ t\,e^{-g(z-z_1)}, & z>z_1.\end{cases}$$

Equation (1) requires $u_R$ and $\epsilon\,\partial_zu_R$ to be continuous at $z_1$:

$$1+r_R=t,\qquad -g+g\,r_R=-\epsilon_R\,g\,t .$$

Inserting the first into the second gives $1-r_R=\epsilon_R(1+r_R)$, so

$$r_R=\frac{1-\epsilon_R}{1+\epsilon_R},\qquad t=\frac{2}{1+\epsilon_R}.$$

Vacuum has $r_R=0$. For $\epsilon_R\to\infty$, $r_R\to-1$ and $t\to0$: the potential vanishes at the wall and beyond it, as in a grounded ideal metal. The mirror-image argument on the left gives $r_L=(1-\epsilon_L)/(1+\epsilon_L)$ and

$$u_L=e^{g(z+z_1)}+r_L\,e^{-g(z+z_1)},\qquad |z|<z_1.$$

**Q.** Each function satisfies one boundary condition. How do you satisfy both, with the right source strength?

**A.** Let $z_<$ and $z_>$ be the smaller and the larger of $z$ and $z'$. The product $G=K\,u_L(z_<)\,u_R(z_>)$ satisfies the left condition when $z$ is left of the source, the right condition when it is right of it, and is continuous at $z=z'$. Integrating (1) over a vanishing interval around $z'$ removes the $g^2$ term and gives a slope jump of $-4\pi$. For the product, the jump is

$$K\,(u_Lu_R'-u_L'u_R)=-KW,\qquad W=u_L'u_R-u_Lu_R',$$

so $K=4\pi/W$. Because $u''=g^2u$ for both functions, $W'=u_L''u_R-u_Lu_R''=0$, and $W$ is a constant. To find it, write

$$u_L=Ae^{gz}+Be^{-gz},\qquad u_R=Ce^{-gz}+De^{gz},$$

with $A=C=e^{gz_1}$, $B=r_Le^{-gz_1}$, $D=r_Re^{-gz_1}$. Then

$$u_L'u_R=g\,(AC+ADe^{2gz}-BCe^{-2gz}-BD),$$
$$u_Lu_R'=g\,(-AC+ADe^{2gz}-BCe^{-2gz}+BD).$$

The $z$-dependent terms cancel in the difference:

$$W=2g\,(AC-BD)=2g\left(e^{2gz_1}-r_Lr_Re^{-2gz_1}\right).$$

With $d=|z-z'|=z_>-z_<$ and $z_>+z_<=z+z'$, the product of the two functions is

$$u_L(z_<)u_R(z_>)=e^{2gz_1-gd}+r_Re^{g(z+z')}+r_Le^{-g(z+z')}+r_Lr_Re^{-2gz_1+gd}.$$

Multiplying by $4\pi/W$ and dividing numerator and denominator by $e^{2gz_1}$ gives

$$G=\frac{2\pi}{g}\,\frac{e^{-gd}+r_Re^{-g(2z_1-z-z')}+r_Le^{-g(2z_1+z+z')}+r_Lr_Re^{-g(4z_1-d)}}{1-r_Lr_Re^{-4gz_1}}.\tag{2}$$

**Q.** Could another function satisfy the same conditions?

**A.** Not for $g>0$. The difference $w$ of two solutions has no source and decays on both sides. Multiplying its equation by $w$ and integrating by parts gives $\int\epsilon\,(w'^2+g^2w^2)\,dz=0$, so $w=0$ for any finite positive $\epsilon$. With an ideal metal the same integral runs over the region outside it, and the boundary term vanishes because $w=0$ at its surface.

**Q.** Then give me the two cases without a second metal.

**A.** With vacuum on both sides, $r_L=r_R=0$ and

$$G_{vv}=\frac{2\pi}{g}e^{-g|z-z'|}.\tag{3}$$

The position $z_1$ has dropped out, as it must when nothing changes there. With vacuum on the left and metal on the right, $r_L=0$, $r_R=-1$ and

$$G_{vm}=\frac{2\pi}{g}\left[e^{-g|z-z'|}-e^{-g(2z_1-z-z')}\right].\tag{4}$$

At $z=z_1$ both exponents equal $-g(z_1-z')$, and $G_{vm}$ vanishes.

**Q.** What is the second term physically?

**A.** An image charge. Without walls, the solution of $\nabla^2G=-4\pi\delta$ that vanishes at infinity is $1/|\mathbf r-\mathbf r'|$. Equation (3) is therefore the in-plane transform of $1/r$ at vertical distance $|z-z'|$. The second term of (4) is the same transform with a minus sign and the distance $(2z_1-z')-z$: a charge $-1$ at the mirror position $2z_1-z'$. This picture holds for the field on the vacuum side; inside the metal the potential is zero.

**Q.** And with two metals?

**A.** Set $r_L=r_R=-1$. Then $u_L=2\sinh g(z_1+z)$, $u_R=2\sinh g(z_1-z)$ and $W=4g\sinh 2gz_1$, so

$$G_{mm}=\frac{4\pi}{g}\,\frac{\sinh g(z_1+z_<)\,\sinh g(z_1-z_>)}{\sinh 2gz_1}.\tag{5}$$

To separate the free-space part, use $2\sinh a\sinh b=\cosh(a+b)-\cosh(a-b)$. Here $a+b=g(2z_1-d)$ and $a-b=g(z+z')$, hence

$$G_{mm}=\frac{2\pi}{g}\,\frac{\cosh g(2z_1-d)-\cosh g(z+z')}{\sinh 2gz_1}.$$

With $s=2gz_1$ and $x=gd$,

$$\begin{aligned}\cosh(s-x)&=\cosh s\cosh x-\sinh s\sinh x\\&=(\cosh s-\sinh s)\cosh x+\sinh s\,(\cosh x-\sinh x)\\&=e^{-s}\cosh x+e^{-x}\sinh s.\end{aligned}$$

The last term, divided by $\sinh s$, is the free-space exponential:

$$G_{mm}=\frac{2\pi}{g}\left[e^{-g|z-z'|}+\frac{e^{-2gz_1}\cosh g(z-z')-\cosh g(z+z')}{\sinh 2gz_1}\right].\tag{6}$$

For large $gz_1$ the hyperbolic functions in (6) become very large although their ratio is moderate. Form (2) contains no growing exponential, because $|z|$ and $|z'|$ do not exceed $z_1$, and is safer in a computer.

**Q.** One mirror gave one image. Two facing mirrors should give infinitely many, and I see none in (6).

**A.** They are in the denominator of (2). For two metals

$$\frac{1}{1-e^{-4gz_1}}=\sum_{n=0}^{\infty}e^{-4ngz_1},$$

so each of the four exponentials in the numerator is repeated with its distance increased by $4nz_1$. The positive terms have the distances $d+4nz_1$ and $4(n+1)z_1-d$. These belong to charges $+1$ at $z'+4mz_1$ for all integers $m$, with $m=0$ the source itself. The negative terms belong to charges $-1$ at $2z_1-z'+4mz_1$.

**Q.** All of this divides by $g$. The plane-averaged potential has $g=0$, and that is where the net charge sits.

**A.** That component needs its own solution. Between the walls (1) becomes $\partial_z^2G=-4\pi\delta(z-z')$, so $G$ is linear on each side of the source and its slope drops by $4\pi$ there.

For vacuum-metal, require zero slope on the left and $G(z_1)=0$. The slope right of the source is then $-4\pi$, so $G=4\pi(z_1-z)$ for $z>z'$, and $G$ keeps the value $4\pi(z_1-z')$ for $z<z'$:

$$G_{vm}(0,z,z')=4\pi\,[z_1-\max(z,z')].\tag{7}$$

For metal-metal, put $G=a(z_1+z)$ on the left and $G=b(z_1-z)$ on the right. Continuity gives $a(z_1+z')=b(z_1-z')$ and the jump gives $a+b=4\pi$. Thus $a=2\pi(z_1-z')/z_1$, $b=2\pi(z_1+z')/z_1$, and

$$G_{mm}(0,z,z')=\frac{2\pi}{z_1}(z_1+z_<)(z_1-z_>)=2\pi\left(z_1-|z-z'|-\frac{zz'}{z_1}\right).\tag{8}$$

**Q.** You passed over vacuum-vacuum. If the field must vanish on both sides, the slope cannot drop by $4\pi$.

**A.** Correct: for a single charged sheet that condition has no solution. Without a metal nothing compensates the charge. The symmetric choice, with slopes $+2\pi$ and $-2\pi$, is

$$G_{vv}(0,z,z')=-2\pi|z-z'|,\tag{9}$$

up to an arbitrary constant. A layer with charge $\sigma$ per area then has potential slopes $\pm2\pi\sigma$ on its two sides. They vanish when $\sigma=0$, so zero field on both sides is a condition that a neutral layer can meet. For a charged layer (9) describes an isolated sheet without an external field, and the potential has no finite level at infinity to serve as zero.

**Q.** Do these agree with the limit $g\to0$ of the earlier formulas?

**A.** For the metal cases, yes. Expanding (4) to first order in the exponents gives

$$\frac{2\pi}{g}\left[-gd+g(2z_1-z-z')\right]=2\pi(2z_1-z-z'-d),$$

which is (7), since $2\max(z,z')=z+z'+d$. Replacing each $\sinh$ in (5) by its argument gives (8). For vacuum-vacuum

$$G_{vv}=\frac{2\pi}{g}-2\pi|z-z'|+O(g).$$

The divergent term is independent of $z$ and $z'$. Integrated over a neutral layer it gives zero; for a charged layer it does not.

**Q.** Then why not replace the ideal metal by a solvent with a large but finite permittivity?

**A.** Because the limits $\epsilon\to\infty$ and $g\to0$ do not commute. A charged layer shows this most directly. (A neutral layer with a dipole between two walls shows it too: with finite $\epsilon$ on both sides the field outside the layer vanishes as $g\to0$, whereas two metals give the uniform field derived further below.) With vacuum on the left and finite $\epsilon_R$, the leading term of (2) at small $g$ is

$$\frac{2\pi}{g}(1+r_R)=\frac{4\pi}{(1+\epsilon_R)\,g},$$

which diverges for any finite $\epsilon_R$. At small $g$ the bound charge on the dielectric surface compensates only the fraction $-r_R=(\epsilon_R-1)/(\epsilon_R+1)$ of the source, and the remainder $2/(1+\epsilon_R)$ causes the divergence. The metal formulas take $\epsilon\to\infty$ first and $g\to0$ second, which describes a medium that can deliver the full compensating charge. At nonzero $g$ the difference can be small, as numbers will show.

**Q.** Where is that compensating charge, and how much is there?

**A.** On the metal surface. The field is zero inside the metal, so Gauss's law at the right wall gives the surface charge $\sigma_R=-E_z(z_1)/4\pi=\partial_zG/4\pi$, taken on the inner side. From (4)

$$\partial_zG_{vm}\big|_{z_1}=\frac{2\pi}{g}\left[-g-g\right]e^{-g(z_1-z')}\;\Rightarrow\;\sigma_R=-e^{-g(z_1-z')}$$

per unit source amplitude. At the left wall the normal is reversed, $\sigma_L=-\partial_zG/4\pi$, and (5) gives

$$\sigma_R=-\frac{\sinh g(z_1+z')}{\sinh 2gz_1},\qquad \sigma_L=-\frac{\sinh g(z_1-z')}{\sinh 2gz_1}.$$

For $g\to0$ these become $-(z_1\pm z')/2z_1$, with the upper sign on the right. They add to $-1$, and the nearer metal takes the larger share. For $g>0$ the sum need not be $-1$: a charge wave has no net charge to compensate.

**Q.** Show me how much the boundaries matter in a cell of ordinary size.

**A.** Take $z_1=10$ bohr, a square cell of side 8 bohr, a source at $z'=6$ bohr and a field point at $z=8$ bohr. The shortest nonzero wavevector is $g=2\pi/8=0.7854\ \text{bohr}^{-1}$, so $2\pi/g=8$ bohr. The distance to the source is 2 bohr, and that to its right-hand image is $20-14=6$ bohr. Then

$$G_{vv}=8e^{-2g}=1.6630,\qquad G_{vm}=8\left(e^{-2g}-e^{-6g}\right)=1.5912\ \text{bohr}.$$

Adding the left metal changes the second value by only $-1.9\times10^{-11}$ bohr. The leading correction is $-8e^{-34g}$, because the left-hand image is $20+14=34$ bohr away. Replacing the right metal by a dielectric with $\epsilon_R=80$ gives 1.5929 bohr, about 0.1 % above the metal value. The dielectric weakens the image by the fraction $2/(1+\epsilon_R)=2/81$, about 2.5 %, and at these points the image term $8e^{-6g}=0.0719$ bohr is only about 4.5 % of the metal value; the product of the two gives the 0.1 %. Closer to the wall, where the metal value tends to zero, the relative difference is much larger.

At $g=0$ nothing decays:

$$G_{vv}=-2\pi\cdot2=-12.57,\quad G_{vm}=4\pi\cdot2=25.13,\quad G_{mm}=2\pi(10-2-4.8)=20.11\ \text{bohr}.$$

The first value carries an arbitrary constant. The other two are measured from grounded metal, and they differ by 5 bohr, although the left wall is 16 bohr from the source. The induced charges show the same contrast. Between two metals they are $-0.8$ and $-0.2$ at $g=0$, but $-0.043$ and $-3.5\times10^{-6}$ at the shortest $g$ (right and left).

**Q.** What does this do to a charged electrode?

**A.** Let a layer with $\sigma=0.001\ e/\text{bohr}^2$ have a Gaussian profile in $z$, centred at $z_0=2$ bohr, with standard deviation $w=1$ bohr. Its tail at the walls is negligible. Facing one metal, (7) gives a flat potential left of the layer:

$$V=4\pi\sigma(z_1-z_0)=4\pi(0.001)(8)=0.1005\ \text{hartree}/e=2.736\ \text{V}.$$

This is a plate capacitor with a gap of 8 bohr. The ratio $\sigma/V=1/[4\pi(z_1-z_0)]$ corresponds to 2.09 µF/cm².

At the layer centre the potential is lower than this plateau, because the charge to the left of that point already produces a field pointing towards the metal. To evaluate (7) there, write $\max(z_0,z')=z_0+\max(z'-z_0,0)$. The mean of $\max(z'-z_0,0)$ over the Gaussian is $w/\sqrt{2\pi}=0.399$ bohr, so

$$V_{vm}(z_0)=4\pi\sigma(8-0.399)=0.0955\ \text{hartree}/e.$$

Between two metals, (8) contains the mean distance $2w/\sqrt{2\pi}=0.798$ bohr and $z_0^2/z_1=0.4$ bohr:

$$V_{mm}(z_0)=2\pi\sigma(10-0.798-0.4)=0.0553\ \text{hartree}/e.$$

The second metal takes part of the flux and lowers the potential for the same charge. The choice of boundary is therefore a choice of physical circuit.

**Q.** For a neutral slab, surely, the choice is harmless.

**A.** Not if the slab has a dipole. Let $p=\int z\rho(0,z)\,dz$ be its dipole per area. To the right of all charge, (9) gives $V=-2\pi\int(z-z')\rho\,dz'=2\pi p$, since the total charge is zero. To the left it gives $-2\pi p$. In vacuum the potential therefore rises by $4\pi p$ across the slab.

Subtracting (9) from (7), the right metal adds $2\pi(2z_1-z-z')$ to $G$. For a neutral layer only the $z'$ term survives, and it shifts $V$ by the constant $-2\pi p$. The step remains, with its right side at zero.

Subtracting (9) from (8), two metals add $2\pi(z_1-zz'/z_1)$, which gives

$$V_{mm}(z)=V_{vv}(z)-\frac{2\pi p}{z_1}\,z .$$

The added term is a uniform field $2\pi p/z_1$ across the cell. It brings both walls to the same potential. The rise across the slab itself remains, reduced by this field times the slab thickness.

Place the Gaussian layer above at $+2$ bohr and its negative at $-2$ bohr. Then $p=0.001\cdot4=0.004\ e/\text{bohr}$, and the vacuum step is $4\pi p=0.0503\ \text{hartree}/e=1.368$ V. Between two grounded metals the wall-to-wall difference is zero and the added field is $0.00251\ \text{hartree}/(e\,\text{bohr})$. That field acts on the slab and would polarize a real one; here the charge is held fixed.

**Q.** What if the two metals are held at different potentials?

**A.** Add the source-free solution at $g=0$. For wall potentials $V_L$ and $V_R$ it is

$$\frac{V_R+V_L}{2}+\frac{V_R-V_L}{2z_1}\,z,$$

which takes the required value at each wall. The components with $g>0$ are unchanged, because a wall at uniform potential has no lateral modulation.

**Q.** When should I distrust the metal formulas?

**A.** When their assumptions fail. If density reaches beyond $z_1$, the formulas do not apply to that part. An ideal metal also screens in a surface of zero thickness, whereas a real electrode or an electrolyte screens over a finite depth. The model replaces this response by that of an ideal medium with a sharp boundary. It also leaves out the atoms of the real medium, their short-range repulsion and their chemical bonds to the slab. The position $z_1$ is then a parameter of the model, and for a charged layer it enters the potential directly: by (7), moving the metal outward by $\delta$ changes the plane-averaged potential at every fixed $z$ left of the original wall by $4\pi\sigma\delta$.
